Sequential biorthogonalization in PAW as an LU factorization

**1. Two sets of coefficients, one result**

Take three smooth partial waves for the s channel of hydrogen, three raw projector functions, and a smooth trial function f. Biorthogonalizing the functions one pair at a time gives f the projector coefficients (1.8957, 0.7834, 1.5072). Inverting the overlap matrix gives (3.2302, −2.4870, 1.5072). The first two coefficients disagree, one of them even in sign, and the third agrees. Yet both routes turn f = 0.58410 bohr at r = 0.75 bohr into Tf = 0.72184 bohr. These notes explain the agreement, the disagreement, and the condition under which the sequential route works.

**2. The operator to be constructed**

Consider one atom and one angular-momentum channel. Let |φ_i⟩, i = 1…N, be all-electron partial waves and |φ~_i⟩ their smooth partners, with φ_i = φ~_i outside the augmentation sphere. Let |p_i⟩ be raw projectors that vanish outside the sphere. Inner products are antilinear in the left function, and all functions may be complex. Define

B_ij = ⟨p_i|φ~_j⟩, with det B ≠ 0.

The PAW transformation T is the linear operator with two properties: Tφ~_i = φ_i, and Tf = f for every f that all raw projectors miss, ⟨p_i|f⟩ = 0. To see that these fix T, write any f as

|f⟩ = Σ_i |φ~_i⟩ c_i + |g⟩, c_i = Σ_j (B⁻¹)_ij ⟨p_j|f⟩.

The remainder g is missed by all projectors:

⟨p_k|g⟩ = ⟨p_k|f⟩ − Σ_i B_ki c_i = ⟨p_k|f⟩ − ⟨p_k|f⟩ = 0.

The c_i are unique, since applying ⟨p_k| to any such splitting gives Bc = ⟨p|f⟩. Therefore Tf = Σ_i φ_i c_i + g = f + Σ_i (φ_i − φ~_i) c_i, or

T = 1 + Σ_ij (|φ_i⟩ − |φ~_i⟩) (B⁻¹)_ij ⟨p_j|. (1)

This is the direct route. Its projectors are

⟨p^_i| = Σ_j (B⁻¹)_ij ⟨p_j|, so that ⟨p^_i|φ~_j⟩ = (B⁻¹B)_ij = δ_ij.

The partial waves stay as they were.

**3. The sequential procedure**

The sequential route changes both families. For i = 1, 2, …, N it forms

⟨q_i| = ⟨p_i| − Σ_{j<i} ⟨p_i|χ~_j⟩ ⟨p~_j|
|χ~_i⟩ = |φ~_i⟩ − Σ_{j<i} |χ~_j⟩ ⟨p~_j|φ~_i⟩
|χ_i⟩ = |φ_i⟩ − Σ_{j<i} |χ_j⟩ ⟨p~_j|φ~_i⟩
d_i = ⟨q_i|χ~_i⟩, ⟨p~_i| = ⟨q_i| / d_i. (2)

The third line uses the coefficients of the second, which contain the smooth wave φ~_i. The all-electron waves thus receive the same combinations as the smooth ones, and χ_i = χ~_i still holds outside the sphere. For now assume that no d_i vanishes.

The result is biorthogonal, ⟨p~_i|χ~_j⟩ = δ_ij. For i = 1 this is the normalization by d_1. Suppose it holds for all indices below i. Then for a < i

⟨p~_a|χ~_i⟩ = ⟨p~_a|φ~_i⟩ − Σ_{j<i} δ_aj ⟨p~_j|φ~_i⟩ = 0,
⟨q_i|χ~_a⟩ = ⟨p_i|χ~_a⟩ − Σ_{j<i} ⟨p_i|χ~_j⟩ δ_ja = 0.

Division by d_i makes the diagonal element 1, which completes the induction.

In ordinary Gram-Schmidt orthogonalization one family is made orthogonal to itself. Here each new member of one family is made orthogonal to the earlier members of the other.

**4. Reading off the LU factors**

Solve the first two lines of (2) for the raw functions:

⟨p_i| = Σ_{j≤i} Λ_ij ⟨p~_j|, Λ_ij = ⟨p_i|χ~_j⟩ for j < i, Λ_ii = d_i,
|φ~_j⟩ = Σ_{i≤j} |χ~_i⟩ U_ij, U_ij = ⟨p~_i|φ~_j⟩ for i < j, U_jj = 1. (3)

Λ is lower triangular and U is upper triangular with unit diagonal. Insert both expansions into B:

B_ij = Σ_kl Λ_ik ⟨p~_k|χ~_l⟩ U_lj = Σ_k Λ_ik U_kj.

Hence B = ΛU. With D = diag(d_1, …, d_N) and L_ij = Λ_ij/d_j this becomes B = LDU, where L also has unit diagonal. The numbers d_i are the pivots. Since U_jj = 1, isolating the last term of the product gives

Λ_ij = B_ij − Σ_{k<j} Λ_ik U_kj for j ≤ i,
U_ij = (B_ij − Σ_{k<i} Λ_ik U_kj)/d_i for i < j. (4)

These are the elimination formulas for a matrix, and the procedure (2) carries them out on functions.

The factors are unique. If ΛU = Λ'U' with invertible factors of the same kinds, then Λ'⁻¹Λ = U'U⁻¹. The left side is lower triangular and the right side is unit upper triangular, so both are the identity.

**5. When the procedure exists**

Let Δ_i be the determinant of the upper left i × i block of B, with Δ_0 = 1. Suppose the first i − 1 pivots are nonzero. Before the division by d_i, the functions already satisfy ⟨q_i|χ~_a⟩ = 0 and ⟨p~_a|χ~_i⟩ = 0 for a < i, so the i × i block of B is the product of the corresponding blocks of Λ and U, even if d_i = 0. The determinant of a triangular matrix is the product of its diagonal, so

Δ_i = d_1 d_2 … d_i, d_i = Δ_i / Δ_{i−1}. (5)

The procedure in the given order therefore runs to the end if and only if all Δ_i are nonzero. This is stronger than det B ≠ 0, which is all that equation (1) needs.

The other entries are also ratios of determinants. Take rows 1…j−1 and i of B, with i ≥ j, and columns 1…j. This submatrix is a lower triangular matrix with diagonal d_1, …, d_{j−1}, Λ_ij, multiplied by the j × j block of U. Its determinant is Δ_{j−1}Λ_ij. In the same way, rows 1…i and columns 1…i−1 and j, with j ≥ i, give Δ_i U_ij. These expressions involve no elimination, and they reproduce the factors found from (2) in the numerical test.

**6. Equality of the two operators**

Inverting (3) gives

⟨p~_i| = Σ_j (Λ⁻¹)_ij ⟨p_j|, |χ~_i⟩ = Σ_k |φ~_k⟩ (U⁻¹)_ki, |χ_i⟩ = Σ_k |φ_k⟩ (U⁻¹)_ki.

The last relation holds because the third line of (2) has the same coefficients as the second. The sequential operator is then

1 + Σ_i (|χ_i⟩ − |χ~_i⟩) ⟨p~_i|
= 1 + Σ_kj (|φ_k⟩ − |φ~_k⟩) [Σ_i (U⁻¹)_ki (Λ⁻¹)_ij] ⟨p_j|
= 1 + Σ_kj (|φ_k⟩ − |φ~_k⟩) (B⁻¹)_kj ⟨p_j|,

because U⁻¹Λ⁻¹ = (ΛU)⁻¹ = B⁻¹. This is (1).

The placement of the normalization does not matter. Dividing ⟨p~_i| by a nonzero number a_i and multiplying χ_i and χ~_i by a_i leaves each term of the sum unchanged.

The projectors of the two routes are related by

⟨p^_i| = Σ_j (U⁻¹)_ij ⟨p~_j|. (6)

The last row of U⁻¹ is (0, …, 0, 1), so the last projectors coincide. All of them coincide only if U = 1, which means that B is already lower triangular. This explains the coefficients in section 1: the two sets refer to different partial waves.

**7. The hydrogen example**

The all-electron waves are regular solutions u = rR of the nonrelativistic radial equation

−u''/2 − u/r = Eu

in Hartree atomic units, at E = −0.5, 0 and 1 hartree, with u = 0 and unit slope at the origin. Inside r_c = 1.5 bohr the smooth partners are c_0 r + c_1 r³ + c_2 r⁵, matched to u in value and first two derivatives at r_c. With x = r/r_c the raw projectors are (1 − x²)² x^(2i−1). Inner products are radial integrals from 0 to r_c. The matrix, in bohr², is

B =
0.066070 0.053225 0.029330
0.019972 0.014940 0.006371
0.008470 0.005960 0.001907

Formulas (4) give, with pivots in bohr²,

d_1 = 0.066070
U_12 = 0.053225/0.066070 = 0.80559
U_13 = 0.029330/0.066070 = 0.44393
d_2 = 0.0149400 − 0.0199725 × 0.805594 = −0.0011497
U_23 = (0.0063715 − 0.0199725 × 0.443925)/(−0.0011497) = 2.1699
Λ_32 = 0.005959517 − 0.008470476 × 0.8055935 = −0.00086424
d_3 = 0.001906990 − 0.003760256 + 0.001875341 ≈ 2.208 × 10⁻⁵

In the last line the subtracted term is Λ_31U_13, and the final term is −Λ_32U_23, positive because Λ_32 is negative. Terms of order 10⁻³ cancel to leave about 10⁻⁵, so this last subtraction loses roughly two digits. Λ_32 and U_23 already come from cancelling differences, and relative errors in B can be magnified a few thousand times in d_3. The negative d_2 is no fault. By (5) it only reflects Δ_2 = −7.596 × 10⁻⁵ bohr⁴ < 0, and nothing requires the leading minors of a general overlap matrix B to be positive. Symmetry alone would not ensure it either; positive definiteness does, as section 10 shows.

For f = r exp(−r²/r_c²), with the prefactor r in bohr, the opening coefficients obey (6) in the form c~ = U c^:

3.2302 − 0.80559 × 2.4870 + 0.44393 × 1.5072 = 1.8957
−2.4870 + 2.1699 × 1.5072 = 0.7834

At r = 0.75 bohr the differences φ_i − φ~_i are 0.048669, 0.056286 and 0.079956 bohr. The transformed differences χ_i − χ~_i are 0.048669, 0.017078 and 0.021292 bohr. The two sums, in bohr, are

sequential: 0.58410 + 0.09226 + 0.01338 + 0.03209 = 0.72184
direct: 0.58410 + 0.15721 − 0.13998 + 0.12051 = 0.72184

The individual terms differ, but each correction adds up to 0.13774 bohr. (Results in this section are rounded from full precision, so sums of the rounded terms may differ in the last digit.) The agreement is not special to this f or this radius. On the whole radial grid the kernels of T − 1 differ by at most 1.2 × 10⁻¹³ of the largest element of the direct kernel, which is rounding error.

The direct route meets cancellation as well. Elements of B⁻¹ reach about 10⁵ bohr⁻², and the first direct coefficient is

708.12 − 1615.48 + 910.59 = 3.23.

**8. If the all-electron waves are left untransformed**

Suppose the smooth waves and projectors are updated but the original φ_i are kept. The resulting operator is T' = 1 + Σ_i (|φ_i⟩ − |χ~_i⟩)⟨p~_i|. Apply it to φ~_2 = χ~_2 + U_12 χ~_1, using ⟨p~_1|φ~_2⟩ = U_12, ⟨p~_2|φ~_2⟩ = 1, and zero for later projectors:

T'φ~_2 = χ~_2 + U_12 χ~_1 + U_12(φ_1 − χ~_1) + (φ_2 − χ~_2) = φ_2 + U_12 φ_1.

The correct result is φ_2. At r = 0.75 bohr the error is 0.80559 × 0.35427 = 0.28540 bohr. It also extends beyond the sphere, where φ_1 is generally nonzero, so the correction is no longer confined to the augmentation region.

**9. A vanishing pivot and its cure**

Replace p_1 by p_1 − (B_11/B_21) p_2, with B_11/B_21 = 3.3080. The new first projector has zero overlap with φ~_1, and the computed first pivot is zero to rounding. The procedure cannot divide by it. But subtracting a multiple of one row from another does not change the determinant, which remains −1.6769 × 10⁻⁹ bohr⁶, so the direct route still works.

It even gives the same T. For any invertible matrix M, replacing the projectors by ⟨p'_i| = Σ_j M_ij⟨p_j| changes B to MB, and (MB)⁻¹M = B⁻¹. Thus, for given partial waves, T depends on the raw projectors only through the space they span.

Exchanging φ~_1 with φ~_2, and φ_1 with φ_2, restores the sequential route. The exchange multiplies B from the right by a permutation matrix P and the row of partial waves by the same P. Since P(BP)⁻¹ = B⁻¹, T is unchanged. The first new pivot is

0.053225 − 3.3080 × 0.014940 = 0.003803 bohr².

The second is B_21 = 0.019972 bohr², because the zero overlap now makes U_12 = 0. The third remains 2.208 × 10⁻⁵ bohr²: the exchange reverses the sign of both Δ_2 and Δ_3, and their ratio stays the same.

Such an exchange is available at every stage if B is invertible. Suppose instead that ⟨q_i|φ~_k⟩ = 0 for all remaining waves k ≥ i. By construction ⟨q_i| is also orthogonal to χ~_1, …, χ~_{i−1}, hence to φ~_1, …, φ~_{i−1}. But ⟨q_i| is ⟨p_i| minus a combination of earlier raw projectors. Row i of B would then be a combination of earlier rows, contradicting det B ≠ 0. So some remaining wave gives a nonzero pivot and can be moved to position i.

**10. A choice for which no pivot vanishes**

Let p_i = kφ~_i, where k is real, positive inside the sphere and zero outside, and let the φ~_i be linearly independent inside. For any coefficients c_i, not all zero,

Σ_ij c_i* B_ij c_j = ∫ k |Σ_j c_j φ~_j|² > 0.

B is Hermitian and positive definite, and so is each leading block, as one sees by setting the later c_i to zero. All Δ_i are then positive, and by (5) all pivots are positive. Taking the Hermitian conjugate of B = LDU gives B = U†DL†, and uniqueness of the factors gives U = L†.

The procedure now becomes Gram-Schmidt orthogonalization with weight k. Assume q_j = kχ~_j for j < i, so that p~_j = kχ~_j/d_j. Then ⟨χ~_j|p_i⟩ = ⟨χ~_j|k|φ~_i⟩ = d_j U_ji, and the ket form of the first line of (2) reads

q_i = kφ~_i − Σ_{j<i} (kχ~_j/d_j) d_j U_ji = kχ~_i.

The assumption holds for i = 1, and therefore for all i. Biorthogonality becomes ⟨χ~_i|k|χ~_j⟩ = d_i δ_ij. Each pivot is the squared weighted norm of the part of φ~_i not contained in the earlier waves.

With k = (1 − x²)² in the hydrogen example the pivots are 0.03911, 2.812 × 10⁻⁴ and 2.03 × 10⁻⁶ bohr³. They are positive. The squared weighted norms of the three waves are 0.0391, 0.0265 and 0.0101 bohr³, so the new part is only about 1.1 × 10⁻² of the second wave's squared norm and 2.0 × 10⁻⁴ of the third's. These projectors span the same space as those of section 7, because both sets are combinations of k times r, r³ and r⁵. By section 9 they define the same T. The remaining values are listed in the numerical output below.

Computed results

```
matching radius r_c: 1.5 bohr
energies: -0.5  0  1 hartree
phi~_1 coefficients of r, r^3, r^5: 0.49507  -0.1673476  0.0206602 (atomic units)
phi~_2 coefficients of r, r^3, r^5: 0.4600648  -0.2278484  0.02777229 (atomic units)
phi~_3 coefficients of r, r^3, r^5: 0.3591331  -0.2972674  0.04551111 (atomic units)
B row 1: 0.06606971  0.05322533  0.02933 bohr^2
B row 2: 0.01997249  0.01493999  0.006371499 bohr^2
B row 3: 0.008470476  0.005959517  0.00190699 bohr^2
leading minors 1,2,3: 0.06606971  -7.596124e-05  -1.676913e-09 (bohr^2, bohr^4, bohr^6)
pivots d_1,d_2,d_3: 0.06606971  -0.001149714  2.20759e-05 bohr^2
Lambda row 1: 0.06606971  0  0 bohr^2
Lambda row 2: 0.01997249  -0.001149714  0 bohr^2
Lambda row 3: 0.008470476  -0.0008642437  2.20759e-05 bohr^2
U row 1: 1  0.8055935  0.443925 (dimensionless)
U row 2: 0  1  2.169922 (dimensionless)
U row 3: 0  0  1 (dimensionless)
inverse of B row 1: 5653.62  -43706.75  59075.74 bohr^-2
inverse of B row 2: -9471.143  73017.94  -98293.71 bohr^-2
inverse of B row 3: 4485.908  -34050.86  45298.26 bohr^-2
evaluation point r: 0.75 bohr
f at r: 0.5841006 bohr
raw overlaps <p_i|f>: 0.1252508  0.03696185  0.01541398 bohr^2
sequential <p~_i|f>: 1.895737  0.7834469  1.507159 (dimensionless)
direct <p^_i|f>: 3.230159  -2.486971  1.507159 (dimensionless)
chi_i - chi~_i at r: 0.0486694  0.01707831  0.0212923 bohr
phi_i - phi~_i at r: 0.0486694  0.05628607  0.07995648 bohr
Tf at r, sequential: 0.7218358 bohr
Tf at r, direct: 0.7218358 bohr
largest relative kernel difference: 1.2e-13 (dimensionless)
untransformed phi: error of T'phi~_2 at r: 0.2854016 bohr
phi_1 at r: 0.3542749 bohr
zero-pivot case: mixing B_11/B_21: 3.308036 (dimensionless)
zero-pivot case: first pivot 5.2e-18 bohr^2
zero-pivot case: det B: -1.676913e-09 bohr^6
zero-pivot case: pivots after reordering: 0.003803294  0.01997249  2.20759e-05 bohr^2
weighted choice: pivots: 0.03911219  0.0002812155  2.031666e-06 bohr^3
```
